\section*{Elastic constants of germanium from three sound speeds along [110]}

\section{The problem}

A bulk germanium crystal near room temperature carries plane sound waves along the crystal direction $[110]$. Its density and three sound speeds are given, each speed with the direction in which the atoms move:
\begin{align*}
\rho&=5.3\ \mathrm{g/cm^3},\\
v_L&=5.4\ \mathrm{km/s}&&\text{(displacement along }[110]),\\
v_z&=3.6\ \mathrm{km/s}&&\text{(displacement along }[001]),\\
v_p&=2.8\ \mathrm{km/s}&&\text{(displacement along }[1\bar10]).
\end{align*}
These are rough two-figure values for germanium, standing in for laboratory readings.

(a) Find the elastic constants $C_{11}$, $C_{12}$ and $C_{44}$. (b) How uncertain are they if each speed has an independent standard error of $0.5\%$ and the density one of $0.1\%$? (c) Suppose the labels of the two shear waves were lost. Would the speeds, or the requirement that the crystal be stable, restore them? (d) What do the constants imply for a strained germanium channel?

The crystal is taken as linear, undamped and continuous, with wavelengths far above the lattice spacing. Germanium has inversion symmetry, so it is not piezoelectric and no electric field stiffens the waves. With axes along the cube edges, strain is $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$, where $\mathbf u$ is the displacement, and Hooke's law for a cubic crystal reads
\begin{align}
\sigma_{xx}&=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\nonumber\\
\sigma_{xy}&=C_{44}\gamma_{xy},\qquad \gamma_{xy}=2\varepsilon_{xy},
\label{hooke}
\end{align}
with the other components obtained by permuting the axes. The engineering shear strain $\gamma_{xy}$ is the change of a right angle; the factor 2 matters below.

\section{A first estimate by scaling}

The one combination of density and speed with the dimension of stress is $\rho v^2$. Since $1\ (\mathrm{g/cm^3})(\mathrm{km/s})^2=1$ GPa, the three moduli $M=\rho v^2$ are
\begin{align*}
M_L&=5.3\times29.16=154.55\ \mathrm{GPa},\\
M_z&=5.3\times12.96=68.69\ \mathrm{GPa},\\
M_p&=5.3\times7.84=41.55\ \mathrm{GPa}.
\end{align*}

To turn them into constants, treat the crystal for the moment as isotropic. A longitudinal wave along $x$ has $\varepsilon_{xx}$ as its one strain, so its modulus is $C_{11}$; a shear wave along $x$ has modulus $C_{44}$. In an isotropic body the same holds in every direction, which suggests $C_{11}\approx M_L\approx155$ GPa and a $C_{44}$ somewhere between 42 and 69 GPa.

Isotropy also fixes $C_{12}$. Stretch by $e$ along $x$ and compress by $e$ along $y$: the stresses are $\pm(C_{11}-C_{12})e$. Seen from axes turned by $45^\circ$, this is a shear $\gamma=2e$ with stress of size $(C_{11}-C_{12})e$. Isotropy demands that this equal $C_{44}\gamma=2C_{44}e$, hence $C_{12}=C_{11}-2C_{44}$. The two candidates for the shear modulus give
\[
154.55-2(68.69)=17.2\ \mathrm{GPa},\qquad
154.55-2(41.55)=71.4\ \mathrm{GPa}.
\]
The estimate sets the scale but leaves $C_{12}$ uncertain by a factor of four. The two unequal shear speeds already show that the crystal is not isotropic.

\section{The exact solution}

\subsection{The Christoffel equation}

Newton's law for a small volume is $\rho\,\partial_t^2u_i=\sum_j\partial_j\sigma_{ij}$. Insert a plane wave with unit propagation vector $\mathbf n$, wavenumber $k$ and constant polarization $\mathbf p$:
\[
u_i=p_i\sin\phi,\qquad \phi=k(\mathbf n\cdot\mathbf r-vt).
\]
Each space derivative brings down $kn_j$, so
\[
\varepsilon_{xx}=kn_xp_x\cos\phi,\qquad
\gamma_{xy}=k(n_xp_y+n_yp_x)\cos\phi .
\]
A second derivative turns $\cos\phi$ into $-\sin\phi$ and adds another factor $k$. The force along $x$ has three parts:
\begin{align*}
\partial_x\sigma_{xx}&=-k^2n_x\left[C_{11}n_xp_x+C_{12}(n_yp_y+n_zp_z)\right]\sin\phi,\\
\partial_y\sigma_{xy}&=-k^2C_{44}n_y(n_xp_y+n_yp_x)\sin\phi,\\
\partial_z\sigma_{xz}&=-k^2C_{44}n_z(n_xp_z+n_zp_x)\sin\phi.
\end{align*}
The inertial term is $\rho\,\partial_t^2u_x=-\rho k^2v^2p_x\sin\phi$. Cancelling $-k^2\sin\phi$ and collecting the components of $\mathbf p$ gives
\[
\rho v^2p_x=\left[C_{11}n_x^2+C_{44}(n_y^2+n_z^2)\right]p_x
+(C_{12}+C_{44})n_x(n_yp_y+n_zp_z).
\]
The $y$ and $z$ equations follow by permutation. Together they form the Christoffel equation $\Gamma\mathbf p=\rho v^2\mathbf p$, with
\begin{equation}
\Gamma_{ii}=C_{11}n_i^2+C_{44}(1-n_i^2),\qquad
\Gamma_{ij}=(C_{12}+C_{44})n_in_j\quad(i\ne j).
\label{gamma}
\end{equation}
The allowed values of $\rho v^2$ are the eigenvalues of a real symmetric matrix, and the polarizations are its eigenvectors.

\subsection{The three modes along [110]}

For $\mathbf n=(1,1,0)/\sqrt2$ we have $n_x^2=n_y^2=n_xn_y=\frac12$ and $n_z=0$. Equation (\ref{gamma}) becomes
\[
\Gamma=\begin{pmatrix}
\frac12(C_{11}+C_{44})&\frac12(C_{12}+C_{44})&0\\
\frac12(C_{12}+C_{44})&\frac12(C_{11}+C_{44})&0\\
0&0&C_{44}\end{pmatrix}.
\]
The $z$ direction separates. In the remaining block the diagonal entries are equal, so $(1,1,0)$ and $(1,-1,0)$ are eigenvectors; their eigenvalues are the diagonal entry plus or minus the off-diagonal one. Therefore
\begin{align}
M_L&=\tfrac12(C_{11}+C_{12}+2C_{44}),\label{L}\\
M_z&=C_{44},\label{z}\\
M_p&=\tfrac12(C_{11}-C_{12}).\label{p}
\end{align}
In the last line $C_{44}$ has cancelled. The wave moving along $[110]$ with displacement along $[1\bar10]$ stretches one cube axis and compresses the other, without changing the angle between them.

\subsection{Inversion}

Equation (\ref{z}) gives $C_{44}$ directly. Substituted in (\ref{L}), it leaves
\[
\tfrac12(C_{11}+C_{12})=M_L-M_z,\qquad \tfrac12(C_{11}-C_{12})=M_p .
\]
The sum of these equations is $C_{11}$ and their difference is $C_{12}$:
\begin{align}
C_{11}&=\rho(v_L^2+v_p^2-v_z^2),\nonumber\\
C_{12}&=\rho(v_L^2-v_p^2-v_z^2),\label{inverse}\\
C_{44}&=\rho v_z^2.\nonumber
\end{align}
For the given data,
\begin{align*}
C_{11}&=154.55+41.55-68.69=127.4\ \mathrm{GPa},\\
C_{12}&=154.55-41.55-68.69=44.3\ \mathrm{GPa},\\
C_{44}&=68.7\ \mathrm{GPa}.
\end{align*}
As a check, these constants give $\Gamma_{xx}=98.05$ GPa and $\Gamma_{xy}=56.50$ GPa. Their sum is 154.55 GPa and their difference 41.55 GPa, which are $M_L$ and $M_p$ again.

The choice of direction matters. Along $[100]$, equation (\ref{gamma}) is diagonal with entries $C_{11},C_{44},C_{44}$, and $C_{12}$ is absent. Along $[111]$ every diagonal entry is $(C_{11}+2C_{44})/3$ and every off-diagonal one $(C_{12}+C_{44})/3$. The longitudinal modulus is then $(C_{11}+2C_{12}+4C_{44})/3$, and both shear moduli are $(C_{11}-C_{12}+C_{44})/3$. Either direction supplies two independent equations for three unknowns; $[110]$ supplies three.

\subsection{Stability, compression and anisotropy}

A stable crystal must store positive energy in every small strain. For normal strains in the ratio $(1,1,1)$, each stress is $C_{11}+2C_{12}$ times the strain. For $(1,-1,0)$ and $(1,1,-2)$ the factor is $C_{11}-C_{12}$, and for each shear $\gamma$ it is $C_{44}$. These patterns are mutually orthogonal and span all strains, so stability requires all three factors to be positive. Here they are 216.0, 83.1 and 68.7 GPa.

Under uniform compression each normal strain is one third of the volume strain, so the bulk modulus is
\[
K=\frac{C_{11}+2C_{12}}3=\frac{216.0}{3}=72.0\ \mathrm{GPa}.
\]
The ratio of the two shear moduli measures the anisotropy:
\[
A=\frac{2C_{44}}{C_{11}-C_{12}}=\frac{v_z^2}{v_p^2}=1.65 .
\]
For $A=1$ the isotropic relation used in the estimate is recovered, and the two shear speeds coincide.

\subsection{Uncertainty}

Since $M=\rho v^2$, a relative error of $0.5\%$ in a speed gives $1\%$ in its modulus: 1.55, 0.69 and 0.42 GPa for $M_L$, $M_z$ and $M_p$. Independent errors add in squares whatever the signs in (\ref{inverse}), so the speeds contribute the same amount to $C_{11}$ and $C_{12}$:
\[
\sqrt{1.55^2+0.69^2+0.42^2}\approx1.74\ \mathrm{GPa}.
\]
The density multiplies all three constants by a common factor and adds, in squares, $0.1\%$ of each constant. The standard errors of $C_{11}$, $C_{12}$ and $C_{44}$ are then 1.75, 1.74 and 0.69 GPa, or $1.4\%$, $3.9\%$ and $1.0\%$ of their values. $C_{12}$ has the largest relative error because it is what remains after two large moduli have been subtracted from a third.

The errors of $C_{11}$ and $C_{12}$ are correlated, since both contain $M_L$ and $M_z$ with the same signs. To find the error of $K$ one should therefore return to the measured moduli, $K=M_L-M_z-M_p/3$. This gives about 1.7 GPa, whereas treating $C_{11}$ and $C_{12}$ as independent would give 1.3 GPa.

These figures describe an instrument, not the rounding of the data used here. If each speed may be off by 0.05 km/s and the density by 0.05 g/cm$^3$, the constants can move by up to 7.5, 6.7 and 2.6 GPa. The results are thus rough values for germanium, however many digits the arithmetic carries. Tabulated room-temperature constants are about 128.5, 48.3 and 66.8 GPa, with $K\approx75$ GPa; the rounded speeds have put $C_{12}$ about 4 GPa too low.

\subsection{If the shear labels are lost}

Exchange $v_z$ and $v_p$ in (\ref{inverse}). $C_{12}$ is symmetric in them and stays at 44.3 GPa, but the other two constants become
\begin{align*}
C_{11}'&=154.55+68.69-41.55=181.7\ \mathrm{GPa},\\
C_{44}'&=41.6\ \mathrm{GPa}.
\end{align*}
This false crystal has the same three speeds along $[110]$. It is also stable: $C_{11}'-C_{12}=137.4$ GPa and $C_{11}'+2C_{12}=270.3$ GPa are positive. Neither the speeds nor stability can restore the labels, so density and three unlabelled speeds do not determine the constants.

One further observation does. The polarization of the shear transducer settles the matter directly. Alternatively, the longitudinal speed along $[100]$ is $\sqrt{C_{11}/\rho}$, which is 4.90 km/s for the correct labels and 5.85 km/s for the exchanged ones. That gap is far wider than a $0.5\%$ error.

\section{Comparison of estimate and solution}

The scaling estimate put $C_{11}$ at 155 GPa; the solution gives 127 GPa, so the estimate is $21\%$ too high relative to the solution. The excess can be traced. From (\ref{inverse}),
\[
M_L-C_{11}=M_z-M_p=27.1\ \mathrm{GPa},
\]
the difference of the two shear moduli. It vanishes for $A=1$ and is positive for $A>1$: such a crystal is stiffer against longitudinal waves along $[110]$ than along $[100]$.

For $C_{12}$ the estimate gave the interval from 17.2 to 71.4 GPa. Its midpoint is
\[
\tfrac12\left[(M_L-2M_z)+(M_L-2M_p)\right]=M_L-M_z-M_p ,
\]
which is the exact $C_{12}$. The isotropic formula $C_{12}=C_{11}-2C_{44}$ therefore gives the right $C_{12}$ in any cubic crystal if $M_L$ is put in place of $C_{11}$ and the mean of the two $[110]$ shear moduli in place of $C_{44}$. The same recipe fails for $C_{44}$, where the mean is 55 GPa instead of 69 GPa. Scaling finds the size of the moduli; assigning them to the constants requires the polarizations or a further measurement, such as the longitudinal speed along $[100]$.

\section{What the constants mean for a strained channel}

Consider a thin germanium film on a $(001)$ surface, stretched equally along $x$ and $y$ by a thick substrate, with $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$. The top surface is free, so $\sigma_{zz}=0$:
\[
C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon=-0.70\,\varepsilon .
\]
Substitution in $\sigma_{xx}=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}$ gives
\[
\sigma_{xx}=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon
=(141\ \mathrm{GPa})\,\varepsilon .
\]
A strain of $1\%$ corresponds to 1.4 GPa. The ratio $-0.70$ inherits the rounding error of $C_{12}$: tabulated constants of germanium give $-0.75$, while the bracket barely moves, to 140 GPa. With the exchanged labels the bracket would be 204 GPa, and the stress at the same strain would come out $45\%$ too high. Here $\varepsilon$ is the elastic strain of the film. It equals the full lattice mismatch with the substrate only if the film has not relaxed through dislocations; after partial relaxation it is smaller, and the stress falls in proportion. Hooke's law is itself only approximate at this strain. With tabulated third-order constants of germanium (roughly $C_{111}=-710$, $C_{112}=-390$, $C_{123}=-20$ GPa) the stress at $1\%$ lies about $4\%$ below the linear value in tension and $4\%$ above it in compression, and the deviation doubles at $2\%$.

\section{Effects left out}

\textbf{Misorientation.} A half-turn about $[110]$ is a symmetry of the crystal and reverses any small tilt of $\mathbf n$. The speeds are therefore even in the tilt. Since the three modes have different speeds, each varies smoothly, and the error starts at second order. If a tilted crystal is analysed as if it were aligned, the largest error in $C_{11}$ is 0.055 GPa at $1^\circ$ and 0.219 GPa at $2^\circ$, four times as much.

\textbf{Adiabatic and isothermal constants.} Heat is assumed not to flow across a wavelength within a period, so sound measures adiabatic constants; a slowly strained film follows isothermal ones. Let $e$ be the volume strain, $P$ the pressure, $s$ the entropy per volume, $\alpha$ the volume expansion coefficient and $c_p$ the specific heat. Then
\[
de=-\frac{dP}{K_T}+\alpha\,dT,\qquad
ds=-\alpha\,dP+\frac{\rho c_p}{T}dT ,
\]
where the coefficient $-\alpha$ in $ds$ follows from a Maxwell relation. Setting $ds=0$ gives $dT=\alpha T\,dP/(\rho c_p)$, and hence
\[
\frac1{K_S}=-\frac{de}{dP}=\frac1{K_T}-\frac{\alpha^2T}{\rho c_p}.
\]
With a rough linear expansion coefficient of $6\times10^{-6}$ K$^{-1}$ (so $\alpha=1.8\times10^{-5}$ K$^{-1}$), $c_p=320$ J/(kg\,K) and $T=300$ K, $K_T$ lies 0.30 GPa below $K_S$. In a cubic crystal a temperature change produces no shear, so $C_{44}$ and $C_{11}-C_{12}$ are unaffected, and $C_{11}$ and $C_{12}$ both fall by 0.30 GPa.

\textbf{Conduction electrons.} In n-type germanium the electrons occupy four valleys along the $\langle111\rangle$ directions. A shear $\gamma_{xy}$ shifts a valley with unit vector $\hat{\mathbf k}$ by $\Xi\hat k_x\hat k_y\gamma_{xy}=\pm\Xi\gamma_{xy}/3$, two valleys up and two down, where $\Xi$ is the shear deformation potential. If $n$ nondegenerate electrons per volume redistribute fast compared with the sound period, their free energy changes by
\[
-nkT\ln\cosh\frac{\Xi\gamma_{xy}}{3kT}\approx-\frac{n\Xi^2\gamma_{xy}^2}{18kT},
\]
where $k$ is now Boltzmann's constant. Equating this to $\frac12\delta C_{44}\gamma_{xy}^2$ gives $\delta C_{44}=-n\Xi^2/(9kT)$. For $n=10^{16}$ cm$^{-3}$ and a rough $\Xi=16$ eV the shift is $-1.8$ MPa, which is negligible. Here $n$ is about $10^{-3}$ of the effective density of states, so the nondegenerate formula applies. The shift grows in proportion to $n$ as long as that remains true, and it is negligible only for light doping. At $10^{19}$ cm$^{-3}$ the gas is becoming degenerate; Fermi--Dirac statistics give about $-1.3$ GPa, less than the $-1.8$ GPa of the formula but twice the standard error of $C_{44}$.

\textbf{Lattice spacing.} In a chain of masses with spacing $d$ and nearest-neighbour springs, $\omega=(2v/d)\sin(qd/2)$. Expanding the sine shows that the phase speed $\omega/q$ is lowered by the fraction $(qd)^2/24$. At 10 MHz the slowest wave is 280 $\mu$m long, and with $d=0.57$ nm the fraction is $7\times10^{-12}$. The continuum description is safe for this measurement.

\textbf{Temperature of use.} With a rough softening of $10^{-4}$ per kelvin, a device running 50 K warmer has constants lower by $0.5\%$, or about 0.6 GPa in $C_{11}$. For $C_{11}$ this is the largest of the effects sized in this section as long as the tilt stays within about $3^\circ$, yet it is below the 1.75 GPa standard error and well below what the rounding of the input allows. In a real channel, relaxation of the film, nearby edges and alloying with silicon also change the stress; they need a separate calculation.

\section*{Numbers as computed}
\begin{verbatim}
Rough density of Ge: 5.3 g/cm^3
Rough speeds vL, vz, vp: 5.4, 3.6, 2.8 km/s
Squares of vL, vz, vp: 29.16, 12.96, 7.84 km^2/s^2
Mode moduli rho*v^2 (L, z, p): 154.55, 68.69, 41.55 GPa
C11: 127.4 GPa
C12: 44.3 GPa
C44: 68.7 GPa
Christoffel xx, xy, zz: 98.05, 56.50, 68.69 GPa
Speeds from eigenvalues, ascending: 2.800, 3.600, 5.400 km/s
Size of determinant of [110] map: 0.500 (no unit)
Ranks for [100], [110], [111]: 2, 3, 2 (no unit)
C11 - C12: 83.1 GPa
C11 + 2 C12: 216.0 GPa
Adiabatic bulk modulus K: 72.0 GPa
Anisotropy A: 1.65 (no unit)
Exchanged labels, C11, C12, C44: 181.7, 44.3, 41.6 GPa
Longitudinal [100] speed, correct labels: 4.90 km/s
Longitudinal [100] speed, exchanged labels: 5.85 km/s
Assumed standard error of each speed: 0.5 %
Assumed standard error of density: 0.1 %
Standard errors of C11, C12, C44: 1.75, 1.74, 0.69 GPa
Relative errors of C11, C12, C44: 1.4, 3.9, 1.0 %
Rounding half-step, in km/s and in g/cm^3: 0.05
Worst rounding change C11, C12, C44: 7.5, 6.7, 2.6 GPa
Largest change for 1 degree tilt: 0.055, 0.050, 0.027 GPa
Largest change for 2 degree tilt: 0.219, 0.201, 0.109 GPa
Temperature: 300 K
Rough linear expansion coefficient: 6.0e-06 1/K
Rough specific heat cp: 320 J/(kg K)
Adiabatic minus isothermal K, C11 or C12: 0.30 GPa
Electron density: 1.0e+16 cm^-3
Rough shear deformation potential Xi: 16 eV
Thermal energy kT: 0.02585 eV
Electronic shift of C44: -1.76 MPa
Rough valley masses, long. and trans.: 1.6, 0.08 m_e
Density-of-states mass per valley: 0.217 m_e
Effective density of states Nc: 1.02e+19 cm^-3
Degeneracy ratio n/Nc: 9.8e-04 (no unit)
Sound frequency: 10 MHz
Wavelength of slowest mode: 280 um
Rough lattice length in estimate: 0.57 nm
Fractional slowing by dispersion: 6.8e-12 (no unit)
Rough fractional softening slope: 1e-04 1/K
Device temperature rise: 50 K
Softening over that rise: 0.5 %
\end{verbatim}
